# Stable scattering-matrix recursion for evanescent transmission through metal–resist multilayers

## Result

A planar metal–resist stack transmits a transverse-magnetic evanescent wave with amplitude \(T\). Composing scattering matrices computes \(T\) from decaying factors \(p_j=e^{-\kappa_jd_j}\), \(|p_j|\le1\). If \(A\) is the part of the stack already treated and \(B\) the next part,

\[
T=\frac{T_BT_A}{1-r_A'r_B},
\]

where \(r_A'\) is the reflection of \(A\) seen from behind and \(r_B\) that of \(B\) seen from the front. Away from resonant poles of the stack and of its parts, no step amplifies rounding errors exponentially.

Direct multiplication gives a transfer matrix \(F\) and the formula \(T=F_{11}-F_{12}F_{21}/F_{22}\). Once cancellation dominates, its relative error is about \(u|F_{11}/T|\), with \(u\) the rounding unit. For thick layers at fixed lateral wave number this becomes

\[
\frac{|\delta T|}{|T|}\sim u\,C\,e^{2\Phi},\qquad \Phi=\sum_j d_j\,\mathrm{Re}\,\kappa_j ,
\]

where \(C\) depends on the interfaces and can be very small. Short of overflow, the growing exponentials do harm only when they are subtracted: for this single-channel problem, \(T=\det F/F_{22}\) is also accurate away from resonant poles if the determinant is inserted analytically.

## Field equations and branch

The layers are local, isotropic, non-magnetic and passive, with relative permittivities \(\varepsilon_j\). Medium 0 is on the mask side; medium \(N+1\) is the exit half-space. The magnetic field is \(H_y=H(z)e^{ik_xx-i\omega t}\), and \(k_0=\omega/c\). From \(\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E\),

\[
E_x=\frac{G}{i\omega\varepsilon_0},\qquad
E_z=-\frac{k_xH}{\omega\varepsilon_0\varepsilon},\qquad
G=\frac{H'}{\varepsilon}.
\]

Insert these into \(\partial_zE_x-\partial_xE_z=i\omega\mu_0H\) and multiply by \(i\omega\varepsilon_0\):

\[
G'-\frac{k_x^2}{\varepsilon}H=-k_0^2H
\quad\Rightarrow\quad
G'=\left(\frac{k_x^2}{\varepsilon}-k_0^2\right)H .
\]

Tangential \(H_y\) and \(E_x\) are continuous, hence so are \(H\) and \(G\). Inside a layer \(H''=\kappa^2H\), with

\[
\kappa_j=-i\sqrt{\varepsilon_jk_0^2-k_x^2},\qquad Y_j=\kappa_j/\varepsilon_j .
\]

For \(\mathrm{Im}\,\varepsilon_j\ge0\) the principal root lies in the closed first quadrant, so \(\mathrm{Re}\,\kappa_j\ge0\). In a lossless medium a propagating wave has \(\kappa=-ik_z\), and \(e^{-\kappa z}=e^{ik_zz}\) travels forward. An implementation trap is a negative real radicand with imaginary part \(-0\): many complex square roots then return the other branch, which turns decay into growth.

Split the field into forward and backward parts:

\[
H=a+b,\qquad G=Y(-a+b).
\]

## Scattering elements

Let a unit wave reach the interface from medium \(i\) toward \(j\). Continuity gives

\[
1+r=t,\qquad Y_i(-1+r)=-Y_jt .
\]

Substituting the first equation into the second,

\[
r=\frac{Y_i-Y_j}{Y_i+Y_j},\qquad t=\frac{2Y_i}{Y_i+Y_j}.
\]

For a unit wave arriving from \(j\), \(1+r'=t'\) and \(Y_it'=Y_j(1-r')\), so

\[
r'=-r,\qquad t'=\frac{2Y_j}{Y_i+Y_j}.
\]

These are ratios of \(H\), not of power. An evanescent \(|T|\) above one would therefore not by itself violate energy conservation.

Now join parts \(A\) and \(B\). With unit incidence from the front, the waves between them obey

\[
a=t_A+r_A'b,\qquad b=r_Ba .
\]

Elimination of \(b\) gives \(a=t_A/D\), with \(D=1-r_A'r_B\). The outgoing waves are \(t_Ba\) and \(r_A+t_A'b\):

\[
t=\frac{t_Bt_A}{D},\qquad
r=r_A+\frac{t_A'r_Bt_A}{D}.
\]

With unit incidence from behind, \(b=t_B'+r_Ba\) and \(a=r_A'b\), so \(b=t_B'/D\). Hence

\[
t'=\frac{t_A't_B'}{D},\qquad
r'=r_B'+\frac{t_Br_A't_B'}{D}.
\]

A layer has \(t=t'=p\) and no reflection. Appending it leaves \(r\) unchanged and makes the replacements \(t\to pt\), \(t'\to pt'\), \(r'\to p^2r'\).

## Pseudocode and cost

```
input: eps[0..N+1], d[1..N], kx, k0
for every medium j:
    kappa[j] = -i*sqrt(eps[j]*k0^2 - kx^2)
    Y[j] = kappa[j]/eps[j]

r, tb, t, rb = 0, 1, 1, 0
for j = 0..N:
    if j > 0:                      # cross layer j
        p = exp(-kappa[j]*d[j])
        t, tb, rb = p*t, p*tb, p*p*rb
    s  = Y[j] + Y[j+1]             # enter medium j+1
    q  = (Y[j] - Y[j+1])/s
    tf = 2*Y[j]/s
    tr = 2*Y[j+1]/s
    D  = 1 - rb*q
    r  = r + tb*q*t/D
    rb = -q + tf*rb*tr/D
    t  = tf*t/D
    tb = tb*tr/D
return T = t, R = r
```

In the last four assignments each right-hand side uses the old value of every variable it needs; the order shown ensures this. The work is \(O(N)\) per wave number. Apart from the layer data and a few temporary values, storage is four complex numbers.

For a field inside the resist, cut the stack at the desired plane. Let \(L\) be everything before it and \(Q\) everything after it. Then

\[
a=\frac{t_L}{1-r_L'r_Q},\qquad b=r_Qa,\qquad H=a+b .
\]

Storing the partial results from both ends gives the fields in all layers with \(O(N)\) work and storage.

## The transfer-matrix route

With \(\rho=Y_i/Y_j\), continuity reads \(a_j+b_j=a_i+b_i\) and \(a_j-b_j=\rho(a_i-b_i)\). Half the sum and half the difference give

\[
\begin{pmatrix}a_j\\b_j\end{pmatrix}
=\frac12
\begin{pmatrix}1+\rho&1-\rho\\1-\rho&1+\rho\end{pmatrix}
\begin{pmatrix}a_i\\b_i\end{pmatrix}.
\]

A layer contributes \(\mathrm{diag}(p,1/p)\). The ordered product is \(F\), and no wave enters from the exit side:

\[
\begin{pmatrix}T\\0\end{pmatrix}
=F\begin{pmatrix}1\\R\end{pmatrix}.
\]

The lower row gives \(R=-F_{21}/F_{22}\); the upper row then gives

\[
T=F_{11}-\frac{F_{12}F_{21}}{F_{22}}=\frac{\det F}{F_{22}} .
\]

The interface determinant is \([(1+\rho)^2-(1-\rho)^2]/4=\rho\), and the layer determinant is 1. The ratios telescope to

\[
\det F=\frac{Y_0}{Y_{N+1}} .
\]

A single layer shows the difficulty. With \(\rho_0=Y_0/Y_1\) and \(\rho_1=Y_1/Y_2\),

\[
\begin{aligned}
F_{11}&=\tfrac14\left[(1+\rho_0)(1+\rho_1)p+(1-\rho_0)(1-\rho_1)p^{-1}\right],\\
F_{22}&=\tfrac14\left[(1-\rho_0)(1-\rho_1)p+(1+\rho_0)(1+\rho_1)p^{-1}\right].
\end{aligned}
\]

Both grow as \(1/p\), whereas \(T=\rho_0\rho_1/F_{22}\) decays as \(p\). The subtractive formula must therefore obtain a small number from two large ones. For a lossless propagating layer \(|p|=1\), and this growth is absent.

## Size of the lost part

Rounding changes \(F_{11}\) by about \(u|F_{11}|\). When \(|T|\ll|F_{11}|\), the subtracted term has nearly the same size, so the relative error is

\[
\frac{|\delta T|}{|T|}\sim u\left|\frac{F_{11}}{T}\right|
=u\left|\frac{F_{11}F_{22}}{\det F}\right| .
\]

For sufficiently thick evanescent layers, keep the path that grows in every layer. Let \(\rho_f\) and \(\rho_l\) belong to the first and last interfaces, and let \(\Pi\) be the product of \((1+\rho)/2\) over the inner ones. Then

\[
\begin{aligned}
|F_{11}|&\simeq\left|\tfrac{1-\rho_f}{2}\,\Pi\,\tfrac{1-\rho_l}{2}\right|e^\Phi,\\
|F_{22}|&\simeq\left|\tfrac{1+\rho_f}{2}\,\Pi\,\tfrac{1+\rho_l}{2}\right|e^\Phi .
\end{aligned}
\]

Multiplication and division by the determinant give

\[
C=\frac{|(1-\rho_f^2)(1-\rho_l^2)|\,|\Pi|^2}{16\,|Y_0/Y_{N+1}|}.
\]

“Thick” means that the discarded paths are small: their factors \(e^{-2\kappa d}\) must outweigh the ratios of interface elements. Those ratios are large when \(1+\rho\) is small and, for \(F_{11}\), when \(1-\rho_f\) or \(1-\rho_l\) is small. In the stack below the nearly matched first interface, \(|1-\rho_f|\approx0.05\), gives the largest discarded path of \(F_{11}\).

The condition \(1+\rho=0\), or \(Y_i+Y_j=0\), is the surface-plasmon condition of one interface. For \(k_x\gg|\sqrt{\varepsilon}|k_0\) on both sides, \(\kappa_i/\kappa_j\to1\) and

\[
1+\rho\to\frac{\varepsilon_i+\varepsilon_j}{\varepsilon_i}.
\]

A metal whose permittivity nearly cancels that of its neighbour therefore makes \(C\) small. It reduces \(F_{22}\), raises \(T\), and postpones the loss of digits.

## Worked stack

The example is exposed at 365 nm through a mask of period 120 nm. Thus \(k_0=0.017214\ \mathrm{nm^{-1}}\), and the first grating order has \(k_x=g=2\pi/120=0.052360\ \mathrm{nm^{-1}}\).

| Medium | Thickness (nm) | \(\varepsilon\) |
|---|---:|---:|
| Mask-side glass | half-space | 2.20 |
| Polymer | 20 | 2.30 |
| Silver | 20 | −2.40 + 0.25i |
| Resist | 30 | 2.90 + 0.05i |
| Silver | 50 | −2.40 + 0.25i |
| Exit glass | half-space | 2.20 |

For order 1 the decay constants give

\[
\Phi=20(0.04539)+70(0.05876)+30(0.04338)=6.32 .
\]

The errors below are relative to a 150-digit solution of all boundary equations.

| Order | \(\Phi\) | \(\lvert T\rvert\), recursion | Error, recursion | Error, subtraction |
|---:|---:|---:|---:|---:|
| 1 | 6.32 | 0.803 | 6.0e−16 | 7.5e−16 |
| 3 | 18.88 | 1.11e−4 | 3.4e−15 | 1.9e−8 |
| 4 | 25.16 | 2.42e−7 | 5.2e−15 | 9.4e−4 |
| 5 | 31.44 | 4.63e−10 | 5.0e−16 | 2.6e2 |
| 6 | 37.72 | 8.68e−13 | 3.5e−15 | 1.1e8 |

Order 1 shows no appreciable loss. At order 6 the subtractive result is \(9.8\times10^{-5}\), about \(10^8\) times too large. The interface formula gives \(C=7.67\times10^{-10}\) there, so the estimate is

\[
(1.11\times10^{-16})(7.67\times10^{-10})e^{2(37.715)}\approx5\times10^7,
\]

about half the observed error. Taking \(C=1\) would predict total loss already at order 3, where nearly eight significant digits in fact remain.

Across 61 wave numbers from order 1 to order 6, the recursion's worst relative error in \(T\) and \(R\) is \(7.0\times10^{-15}\). For \(\det F/F_{22}\) the worst error in \(T\) is \(7.4\times10^{-15}\). The subtractive formula evaluated with 150 digits agrees with the reference to \(4.3\times10^{-128}\), so its double-precision failure is rounding, not algebra. Where \(|F_{11}/T|>1000\), the median ratio of its error to \(u|F_{11}/T|\) is 1.31.

The exponent needs a scan at fixed \(k_x\). With order 1 held fixed and all layers made 2.5 to 7.5 times thicker, the logarithm of the error has slope 1.000 against that of \(e^{2\Phi}\). At the thickest setting, \(F\) gives \(C=1.2880\times10^{-7}\), against \(1.2885\times10^{-7}\) from the interfaces. The scan over \(k_x\) has slope 0.882. It does not isolate the exponent: \(C\) varies with \(k_x\), and the layers are not thick in the above sense at the lowest orders.

As a separate check, numerical integration of the equations for \(H\) and \(G\) at orders 0, 1 and 3 agrees with the recursion's \(T\) and \(R\) to \(1.3\times10^{-11}\), relative.

## Effect on a resist image

Take an ideal top-hat incident \(H_y\) with equal lines and spaces. Its coefficients are \(c_0=1/2\) and \(c_m=\sin(m\pi/2)/(m\pi)\). The electric intensity is formed from \(E_x\) and \(E_z\) at mid-resist.

The recursion gives contrast \((I_{\max}-I_{\min})/(I_{\max}+I_{\min})=0.686\), whether orders are kept to 5 or to 21. The higher orders are physically negligible in this model.

Forward marching starts with the computed \(R\) and multiplies toward the resist. It also gives 0.686 with orders to 5. Rounding in \(R\) and in the products, however, leaves a remnant of the growing solution. At order 21 marching gives \(|H|=2.1\times10^6\) per unit incident harmonic, where the recursion gives \(1.0\times10^{-24}\).

That one false harmonic explains most of the false image. At this order \(k_x=21g=1.0996\ \mathrm{nm^{-1}}\), and the two signs of \(m\) together give an \(E_z\) amplitude, in units of \(Z_0H_{\rm in}\), with \(Z_0\) the vacuum impedance, of

\[
\frac{2}{21\pi}\,
\frac{1.0996}{(0.017214)(2.9)}\,
(2.10\times10^6)\approx1.4\times10^6 .
\]

Its square is \(2.0\times10^{12}\), the size of the computed peak; the recursion's peak is 1.35. The false contrast is only 0.024; like the false amplitude, it comes from rounding, and its value changes with the order of the arithmetic operations. For one growing wave with \(\kappa\simeq k_x\), \(E_x\) and \(E_z\) have nearly equal amplitudes but vary as cosine and sine, so their intensities add to an almost uniform background. Alone, this wave would give a contrast of only about 0.0004; the rest comes from its interference with the other false orders, chiefly order 19. Contrast does not change when the whole intensity is multiplied by a constant, so this low value looks like a merely poor image and does not show that the intensity is wrong by twelve orders of magnitude; the absolute intensity must be inspected too.

## Stability and failure modes

In the recursion an exponent error \(\delta(\kappa d)\sim u|\kappa d|\) changes \(p\) by the same relative amount. This error grows linearly with optical depth. Sensitivity also enters through \(1/|D|\) and through cancellation in \(Y_i+Y_j\). In the wave-number scan the smallest \(|D|\) is 0.935, so \(D\) causes no appreciable amplification here.

Four cases need care:

- **A guided-mode pole.** \(F_{22}=0\) and \(T\) diverges. Close to it, small changes of the input produce large changes of \(T\), and no rearrangement removes that sensitivity.
- **A single-interface plasmon pole.** If \(Y_i+Y_j=0\), the interface elements diverge although the complete stack may have a finite \(T\). The form \(\det F/F_{22}\) avoids the division by zero but does not ensure accuracy: in \(F_{22}\) the vanishing factor \(1+\rho\) multiplies a growing exponential. For a single evanescent layer with only one interface at the pole, a rounding error in \(1+\rho\) is thus amplified by up to about \(e^{2\kappa d}\) relative to the term that remains. \(T\) is then similarly sensitive to small changes of the permittivity, so no rearrangement removes this loss. For a symmetric layer both factors \(1+\rho\) vanish together, the error is of order \(u^2e^{2\kappa d}\), and \(\det F/F_{22}\) stays accurate to much greater thickness. In the example, silver loss keeps the scan over \(k_x\) off this pole.
- **A pole of a partial stack.** If \(D=0\) at an intermediate step, the partial elements diverge although the complete stack may have finite \(T\) and \(R\). Close to such a point \(R\) can lose its digits by cancellation, even where \(T\) remains accurate.
- **A vanishing \(\kappa_j\).** In an inner layer the forward and backward waves coincide, and the recursion meets \(0/0\); a vanishing \(\kappa\) in the exit half-space causes no such difficulty. The layer must then be treated with its linear solution for \(H\), or approached as a limit, but not too closely, because the recursion loses digits as \(\kappa_j\to0\).

## Relation to a real exposure

Silver films tens of nanometres thick and i-line exposure are the regime of plasmonic-cavity lithography. The permittivities used here are rough typical values, not fitted film data. Re-scattering by the mask is omitted: the stack returns a first-order wave with 0.254 of the incident \(|H|\), and how much of it the mask sends back requires a mask calculation. With everything else fixed, the first-order mid-resist \(|E|^2\) changes by +8.4% for 1 nm more upper silver, by +10.7% if the real permittivity of both silver films is 5% larger in magnitude, and by −7.4% with a rough estimate of surface-collision damping. The static free-electron length \(\beta/\omega_p\), with \(\beta=\sqrt{3/5}\,v_F\), is roughly 0.08 nm. With the interband background \(\varepsilon_b\approx4.6\) implied by the same inputs, the longitudinal decay length at 365 nm, \(\beta/\sqrt{\omega_p^2/\varepsilon_b-\omega^2}\), is about 0.3 nm, or 0.015 of \(1/k_x\) at order 1; this ratio indicates a small parameter but does not give the intensity change. Near-machine accuracy thus describes the solution of the stated model, while the predicted intensity is uncertain by tens of per cent unless the film permittivity is measured: silver values of −2.6 + 0.25i and −2.56 + 0.60i, within the spread of tabulated data, change the first-order \(|E|^2\) by +20% and −26%, although the contrast stays within 0.01 of 0.686. The numerical output lists the remaining orders and inputs.

## Table of computed values

```
wavelength 365 nm, photon energy 3.397 eV, period 120 nm
k0 = 0.017214 1/nm, first-order kx = 0.052360 1/nm
mask-side glass: half-space, eps = 2.20+0.00j, kappa(order 1) = 0.04571-0.00000j 1/nm
polymer spacer: 20 nm, eps = 2.30+0.00j, kappa(order 1) = 0.04539-0.00000j 1/nm
upper silver: 20 nm, eps = -2.40+0.25j, kappa(order 1) = 0.05876-0.00063j 1/nm
resist: 30 nm, eps = 2.90+0.05j, kappa(order 1) = 0.04338-0.00017j 1/nm
lower silver: 50 nm, eps = -2.40+0.25j, kappa(order 1) = 0.05876-0.00063j 1/nm
substrate glass: half-space, eps = 2.20+0.00j, kappa(order 1) = 0.04571-0.00000j 1/nm
order 1: T = -5.955417e-01+5.388767e-01j, R = -0.12819+0.21881j (ratios of H)
order | Phi | |T| recursion | |T| subtractive | rel. error recursion | subtractive | det/F22
1 | 6.323 | 8.03155e-01 | 8.03155e-01 | 6.0e-16 | 7.5e-16 | 2.9e-16
2 | 12.609 | 2.66001e-02 | 2.66001e-02 | 2.1e-15 | 3.6e-13 | 1.7e-15
3 | 18.880 | 1.10575e-04 | 1.10575e-04 | 3.4e-15 | 1.9e-08 | 2.3e-15
4 | 25.157 | 2.41546e-07 | 2.41344e-07 | 5.2e-15 | 9.4e-04 | 7.1e-15
5 | 31.435 | 4.62657e-10 | 1.20137e-07 | 5.0e-16 | 2.6e+02 | 1.5e-15
6 | 37.715 | 8.68226e-13 | 9.77039e-05 | 3.5e-15 | 1.1e+08 | 2.8e-15
rounding unit u = 1.110e-16
kx scan, 61 points, orders 1 to 6: worst error of recursion (T and R) = 7.0e-15
kx scan: worst error of det/F22 form = 7.4e-15
kx scan: subtractive form at 150 digits, worst error = 4.3e-128
kx scan: median of error/(u*|F11/T|) where |F11/T| > 1000: 1.31
kx scan: subtractive error first exceeds 1 at kx = 4.67 g, Phi = 29.3
kx scan: slope of log10(error) against 2*Phi/ln(10) = 0.882 (C varies with kx)
kx scan: smallest |D| in the recursion = 0.935
thickness scan, order 1, layers 2.5 to 7.5 times thicker: same slope = 1.000
thickness scan: worst error of T by recursion = 5.3e-15
factor C, order 1: from interfaces 1.2885e-07, from F at 7.5 times 1.2880e-07
factor C, order 6: from interfaces 7.6680e-10
worst mismatch with integrated field equations (orders 0, 1, 3) = 1.3e-11
order | |H| at mid-resist per unit incident H: recursion | forward marching
0 | 5.5971e-01 | 5.5971e-01
1 | 2.8364e-01 | 2.8364e-01
3 | 2.5887e-02 | 2.5887e-02
5 | 1.0324e-04 | 1.0324e-04
9 | 1.0237e-09 | 3.1537e-09
13 | 1.0134e-14 | 9.7656e-04
17 | 1.0050e-19 | 7.1554e+01
21 | 9.9745e-25 | 2.0972e+06
worst error of mid-resist H by recursion, all orders = 4.8e-15
contrast by recursion: orders to 5 0.686272, to 21 0.686272
contrast by marching: orders to 5 0.686272, to 21 0.023789
peak |E|^2, orders to 21 (unit: (Z0*H_in)^2): recursion 1.3471, marching 2.007e+12
neglected: order-1 wave returned to the mask, |R| = 0.254 of incident H
neglected: upper silver 1 nm thicker, order-1 |E|^2 changes by +8.4 %
neglected: real eps of silver 5 % larger in size, change +10.7 %
rough silver inputs: Fermi speed 1.4e+06 m/s, plasma energy 9.0 eV
surface collisions add Im eps = 0.095 (20 nm film), 0.038 (50 nm film)
neglected: surface-collision damping, change -7.4 %
nonlocal screening length 0.079 nm; times kx: order 1 0.0042, order 21 0.087
```
